# Deflection of slow ions in nanofeatures by one elementary charge: a numerical check

```python
"""Potential of one elementary charge at 10 nm, and its effect on slow ions.

Result under test: U(r) = K/r with K = e^2/(4 pi eps0); a particle of kinetic
energy E passing at distance b turns by about U(b)/E, and in a trench whose
mouth and floor lie a distance L above and below the charge it is displaced by
K L^2 / (E b sqrt(L^2 + b^2)).
Symbols: x = distance from the charged wall, z = depth relative to the charge,
w = 2b = trench width, eps = dielectric constant of the walls.
Lengths are in nm and energies in eV. Trajectories use unit mass, so E = v^2/2;
the path at a given energy does not depend on the mass.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import j0

K = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm
b, L = 10.0, 50.0                                # nm
w, depth = 2 * b, 2 * L
eps_wall = 4.0
T_gas = 300.0                                    # K
kT = sc.k * T_gas / sc.e                         # eV
U = K / b

# Potential energy as work done against the Coulomb force, in SI units
work, _ = quad(lambda s: sc.e**2 / (4*np.pi*sc.epsilon_0*(s*1e-8)**2)
               * 1e-8 / sc.e, 1.0, np.inf)
assert abs(work / U - 1) < 1e-8
# The same constant from the fine-structure constant
assert abs(sc.alpha * sc.hbar * sc.c / sc.e * 1e9 / K - 1) < 1e-8

# Image charges of a charge lying on the wall x = 0 of a dielectric trench
order = np.arange(60)
image_x = np.where(order % 2 == 1, (order + 1) * w, -order * w)


def reflection(eps):
    return (eps - 1) / (eps + 1)


def wall_charge_force(x, z, eps):
    beta = reflection(eps)
    strength = (1 - beta) * (-beta)**order
    dx = x - image_x
    r3 = (dx**2 + z**2)**1.5
    return K * np.sum(strength * dx / r3), K * np.sum(strength * z / r3)


def own_image_force(x, eps):
    if eps == 1:
        return 0.0
    strength = reflection(eps)**(2 * order + 1)
    near = 1 / (2 * x + 2 * order * w)**2
    far = 1 / (2 * (w - x) + 2 * order * w)**2
    return K * np.sum(strength * (far - near))


# Independent solution: match potential and normal displacement at both walls.
# Unknowns: left-wall potential, two induced gap waves, right-wall potential.
def induced_amplitudes(q, source, eps):
    g = np.exp(-q * w)
    s0, sw = np.exp(-q * source), np.exp(-q * (w - source))
    matrix = np.array([[1, -1, -g, 0], [eps, 1, -g, 0],
                       [0, -g, -1, 1], [0, g, -1, -eps]], float)
    solution = np.linalg.solve(matrix, np.array([s0, s0, sw, -sw]))
    return solution[1], solution[2]


def spectral_potential(q, x):
    p, r = induced_amplitudes(q, 0.0, eps_wall)
    return (1 + p) * np.exp(-q * x) + r * np.exp(q * (x - w))


def spectral_field_over_q(q, x):
    p, r = induced_amplitudes(q, 0.0, eps_wall)
    return (1 + p) * np.exp(-q * x) - r * np.exp(q * (x - w))


def spectral_own_force(q, x):
    p, r = induced_amplitudes(q, x, eps_wall)
    return q * (p * np.exp(-q * x) - r * np.exp(q * (x - w)))


beta = reflection(eps_wall)
root = np.sqrt(beta)
potential_factor = (1 - beta) * np.arctan(root) / root
kick_factor = (1 - beta) * np.arctanh(root) / root
q_max = 6.0                                      # 1/nm, tail is negligible
direct = b * quad(spectral_potential, 0, q_max, args=(b,), limit=200)[0]
assert abs(direct / potential_factor - 1) < 1e-6
direct = b * quad(spectral_field_over_q, 0, q_max, args=(b,), limit=200)[0]
assert abs(direct / kick_factor - 1) < 1e-6
direct = K * quad(lambda q: q * j0(6 * q) * spectral_field_over_q(q, 14.0),
                  0, q_max, limit=300)[0]
assert abs(direct / wall_charge_force(14.0, 6.0, eps_wall)[0] - 1) < 1e-5
direct = K * quad(spectral_own_force, 0, q_max, args=(14.0,), limit=200)[0]
assert abs(direct / own_image_force(14.0, eps_wall) - 1) < 1e-5


def fly(energy, eps=1.0, charge=1, offset=0.0, half=L, own=True, walls=True):
    """Return final x minus mid-plane x, and the final direction angle."""
    speed = np.sqrt(2 * energy)

    def rhs(t, s):
        fx, fz = wall_charge_force(s[0], s[1], eps)
        extra = own_image_force(s[0], eps) if own else 0.0
        return [s[2], s[3], charge * fx + extra, charge * fz]

    def floor(t, s):
        return s[1] - half

    def wall(t, s):
        return min(s[0], w - s[0]) - 0.5

    floor.terminal = wall.terminal = True
    events = [floor, wall] if walls else [floor]
    run = solve_ivp(rhs, (0, 10 * half / speed), [b + offset, -half, 0, speed],
                    method="DOP853", rtol=1e-9, atol=1e-10,
                    max_step=20 / speed, events=events)
    assert run.success and len(run.t_events[0]) == 1, "floor not reached"
    x, z, vx, vz = run.y[:, -1]
    return x - b, np.arctan2(vx, vz)


def displacement(energy):
    return K * L**2 / (energy * b * np.hypot(L, b))


def coulomb_angle(energy):
    return 2 * np.arctan(K / (2 * energy * b))


# Long path: full trajectory against the Coulomb angle and the simple ratio
long_angle = fly(1.0, half=1e4, walls=False)[1]
assert abs(long_angle / coulomb_angle(1.0) - 1) < 3e-3
assert abs(long_angle / (U / 1.0) - 1) < 1e-2

# Finite trench: the straight-path estimate must improve with energy
energies = [1.0, 10.0, 100.0]
vacuum = [fly(E)[0] for E in energies]
dielectric = [fly(E, eps=eps_wall)[0] for E in energies]
for E, shift, tolerance in zip(energies, vacuum, [0.2, 0.03, 0.005]):
    assert abs(shift / displacement(E) - 1) < tolerance
attracted = fly(1.0, charge=-1)[0]
no_own_image = fly(1.0, eps=eps_wall, own=False)[0]
off_axis = fly(1.0, eps=eps_wall, charge=0, offset=1.0)[0]
assert attracted < 0 < vacuum[0]
assert dielectric[0] > 0.1 * b and vacuum[2] < 0.01 * b

# Highest energy with a displacement of one tenth of the half-width
E_limit = K * L**2 / (0.1 * b**2 * np.hypot(L, b))
limit_vacuum = fly(E_limit)[0]
limit_dielectric = fly(E_limit, eps=eps_wall)[0]
assert abs(limit_vacuum / (0.1 * b) - 1) < 0.04


# Thermal angular spread from the Maxwell distribution of transverse velocity
def thermal_angle(energy):
    def weight(u):
        return np.exp(-u**2 / 2) / np.sqrt(2 * np.pi)
    mean_square = quad(lambda u: np.arctan(u * np.sqrt(kT / (2 * energy)))**2
                       * weight(u), -10, 10)[0]
    return np.sqrt(mean_square)


thermal = np.sqrt(kT / 2.0)                      # radians at 1 eV
assert abs(thermal_angle(1.0) / thermal - 1) < 0.03
E_cross = 2 * U**2 / kT
numeric_cross = brentq(lambda E: coulomb_angle(E) - thermal_angle(E), 0.3, 10)
assert abs(numeric_cross / E_cross - 1) < 0.05

# Debye length, tested in the linearised Poisson equation for the electrons
density_cm3, Te = 1e10, 0.3                      # cm^-3, eV
n_e = density_cm3 * 1e6
debye = np.sqrt(sc.epsilon_0 * Te / (n_e * sc.e))     # m


def screened(r):
    return np.exp(-r / debye) / r


h = 1e-3 * debye
r0 = debye
laplacian = ((r0+h)*screened(r0+h) - 2*r0*screened(r0)
             + (r0-h)*screened(r0-h)) / (h**2 * r0)
assert abs(sc.epsilon_0 * laplacian / (sc.e*n_e*screened(r0)/Te) - 1) < 1e-5
screening_loss = -np.expm1(-b * 1e-9 / debye)

# Smallest rms width of a free wave packet after crossing the trench depth
mass_h3 = 3 * sc.m_p + 2 * sc.m_e


def wave_number(mass):                           # 1/nm at 1 eV
    return np.sqrt(2 * mass * sc.e) / sc.hbar * 1e-9


def propagated_width(start_width, k0):
    grid = np.linspace(-100, 100, 4096, endpoint=False)
    psi = np.exp(-grid**2 / (4 * start_width**2))
    kx = 2 * np.pi * np.fft.fftfreq(grid.size, grid[1] - grid[0])
    psi = np.fft.ifft(np.fft.fft(psi) * np.exp(-1j*kx**2*depth/(2*k0)))
    prob = abs(psi)**2
    return np.sqrt(np.sum(grid**2 * prob) / np.sum(prob))


widths = {}
for name, mass in [("H3+", mass_h3), ("electron", sc.m_e)]:
    k0 = wave_number(mass)
    widths[name] = np.sqrt(depth / k0)
    best = np.sqrt(depth / (2 * k0))
    assert abs(propagated_width(best, k0) / widths[name] - 1) < 1e-4
    assert propagated_width(0.7 * best, k0) > widths[name]
    assert propagated_width(1.4 * best, k0) > widths[name]

# Collisions and arrivals, with rough typical inputs
pressure_mTorr, cross_section, flux = 10.0, 1e-14, 1e15
gas_density = pressure_mTorr * 1e-3 * sc.torr / (sc.k * T_gas) * 1e-6
free_path_cm = 1 / (gas_density * cross_section)
area_cm2 = (w * 1e-7)**2
interval = 1 / (flux * area_cm2)
transit = depth * 1e-9 / np.sqrt(2 * sc.e / mass_h3)
assert free_path_cm * 1e7 > 1000 * depth and interval > 1000 * transit

print(f"Coulomb constant K = {K:.5f} eV nm")
print(f"Vacuum potential at {b:.0f} nm = {U:.4f} V")
print(f"Potential energy of a like unit charge there = {U:.4f} eV")
print(f"Field at {b:.0f} nm = {U / b * 10:.4f} MV/cm")
print(f"Charges at 10 nm needed for 1 V = {1 / U:.2f}")
print(f"Thermal energy kT at {T_gas:.0f} K = {kT:.5f} eV")
print(f"Ratio of potential energy to kT = {U / kT:.2f}")
print(f"Trench width = {w:.0f} nm, depth = {depth:.0f} nm")
print(f"Distance b = {b:.0f} nm, half-depth L = {L:.0f} nm")
print(f"One charge per {w:.0f} nm square = {sc.e/area_cm2*1e6:.4f} uC/cm2")
for E in energies:
    print(f"Long-path angle U/E at {E:.0f} eV = {U/E:.5f} rad"
          f" = {np.degrees(U/E):.3f} deg")
print(f"Full Coulomb angle at 1 eV = {np.degrees(coulomb_angle(1)):.3f} deg")
for E, v, d in zip(energies, vacuum, dielectric):
    print(f"Floor displacement at {E:.0f} eV: estimate {displacement(E):.4f},"
          f" vacuum path {v:.4f}, dielectric path {d:.4f} nm")
print(f"Vacuum displacement at 1 eV, opposite charge = {attracted:.3f} nm")
print(f"Energy limit for {0.1*b:.0f} nm displacement = {E_limit:.3f} eV")
print(f"Vacuum path displacement at that energy = {limit_vacuum:.4f} nm")
print(f"Dielectric path displacement there = {limit_dielectric:.4f} nm")
print(f"Wall dielectric constant = {eps_wall:.1f}, beta = {beta:.3f}")
print(f"Mid-plane potential factor = {potential_factor:.4f}")
print(f"Mid-plane potential with walls = {U * potential_factor:.4f} V")
print(f"Long-path kick factor = {kick_factor:.4f}")
print(f"1 eV displacement, walls but no own image = {no_own_image:.3f} nm")
print(f"No wall charge, 1 eV, entry 1 nm off axis: exit {off_axis:.3f} nm off")
print(f"Thermal rms angle at 1 eV = {np.degrees(thermal):.3f} deg")
print(f"Thermal rms drift over depth at 1 eV = {thermal * depth:.2f} nm")
print(f"Kick equals thermal angle at E = {E_cross:.3f} eV (estimate)")
print(f"Same crossing computed in full = {numeric_cross:.3f} eV")
print(f"Electron density = {density_cm3:.0e} cm^-3, temperature = {Te} eV")
print(f"Debye length = {debye * 1e9:.0f} nm")
print(f"Fraction of potential lost to screening = {screening_loss:.2e}")
for name, width in widths.items():
    print(f"Minimum wave spread at 1 eV, {name} = {width:.3f} nm")
print(f"Pressure = {pressure_mTorr:.0f} mTorr, "
      f"collision cross-section = {cross_section:.0e} cm2")
print(f"Mean free path = {free_path_cm:.3f} cm")
print(f"Ion flux = {flux:.0e} cm^-2 s^-1")
print(f"Mean arrival interval on {w:.0f} nm square = {interval*1e3:.3f} ms")
print(f"H3+ transit time at 1 eV = {transit * 1e12:.2f} ps")
print("checks complete")
```

It prints:

```
Coulomb constant K = 1.43996 eV nm
Vacuum potential at 10 nm = 0.1440 V
Potential energy of a like unit charge there = 0.1440 eV
Field at 10 nm = 0.1440 MV/cm
Charges at 10 nm needed for 1 V = 6.94
Thermal energy kT at 300 K = 0.02585 eV
Ratio of potential energy to kT = 5.57
Trench width = 20 nm, depth = 100 nm
Distance b = 10 nm, half-depth L = 50 nm
One charge per 20 nm square = 0.0401 uC/cm2
Long-path angle U/E at 1 eV = 0.14400 rad = 8.250 deg
Long-path angle U/E at 10 eV = 0.01440 rad = 0.825 deg
Long-path angle U/E at 100 eV = 0.00144 rad = 0.083 deg
Full Coulomb angle at 1 eV = 8.236 deg
Floor displacement at 1 eV: estimate 7.0600, vacuum path 7.0931, dielectric path 4.5180 nm
Floor displacement at 10 eV: estimate 0.7060, vacuum path 0.7060, dielectric path 0.3631 nm
Floor displacement at 100 eV: estimate 0.0706, vacuum path 0.0706, dielectric path 0.0356 nm
Vacuum displacement at 1 eV, opposite charge = -7.095 nm
Energy limit for 1 nm displacement = 7.060 eV
Vacuum path displacement at that energy = 1.0001 nm
Dielectric path displacement there = 0.5191 nm
Wall dielectric constant = 4.0, beta = 0.600
Mid-plane potential factor = 0.3403
Mid-plane potential with walls = 0.0490 V
Long-path kick factor = 0.5328
1 eV displacement, walls but no own image = 3.526 nm
No wall charge, 1 eV, entry 1 nm off axis: exit 4.379 nm off
Thermal rms angle at 1 eV = 6.514 deg
Thermal rms drift over depth at 1 eV = 11.37 nm
Kick equals thermal angle at E = 1.604 eV (estimate)
Same crossing computed in full = 1.627 eV
Electron density = 1e+10 cm^-3, temperature = 0.3 eV
Debye length = 40717 nm
Fraction of potential lost to screening = 2.46e-04
Minimum wave spread at 1 eV, H3+ = 0.513 nm
Minimum wave spread at 1 eV, electron = 4.418 nm
Pressure = 10 mTorr, collision cross-section = 1e-14 cm2
Mean free path = 0.311 cm
Ion flux = 1e+15 cm^-2 s^-1
Mean arrival interval on 20 nm square = 0.250 ms
H3+ transit time at 1 eV = 12.52 ps
checks complete
```
